# In-plane wave-vector sampling for coherent tunnelling through an oxide barrier

**Problem.** A junction has an oxide barrier of thickness $d=2$ nm between two metals, and a square lateral cell of side $a$. Transport is coherent, the in-plane wave vector $\mathbf k$ is conserved, and temperature and bias are zero. The conductance per area of one spin channel is then $(e^2/h)\,I$, with
$$I=\int\frac{d^2k}{(2\pi)^2}\,T(\mathbf k)$$
at the Fermi energy. Hartree atomic units are used. The round model values are $\kappa_0=0.15$ bohr$^{-1}$ and $a=6$ bohr, and $d=37.795$ bohr.

(a) For $T=e^{-2\kappa(k)d}$ with $\kappa^2=\kappa_0^2+k^2$, how large is the region of $\mathbf k$ that carries the current, and what is $I$?

(b) How large must $N$ be for a uniform $N\times N$ mesh to give $I$ with relative error $\epsilon=10^{-2}$ and $10^{-4}$?

(c) How do discrete barrier layers and the matching to the metals change this?

(d) An interface resonance crosses the Fermi level on a ring. What current does it carry, what uniform mesh does it need, and what does adaptive quadrature cost?

**Solution (a).** The form of $\kappa$ follows from an isotropic parabolic barrier band. With mass $m_B$ and height $\phi$ above the Fermi level, $k_z^2+k^2=-2m_B\phi$, so $k_z=i\kappa$ with $\kappa_0^2=2m_B\phi$. For $k\ll\kappa_0$, $\kappa\approx\kappa_0+k^2/2\kappa_0$, and
$$T\approx e^{-2\kappa_0d}\,e^{-k^2/w^2},\qquad w=\sqrt{\kappa_0/d}.$$
The expansion covers the range $k\sim w$ only if $w^2/\kappa_0^2=1/(\kappa_0d)\ll1$; here $\kappa_0d=5.669$. The value is $w=\sqrt{0.15/37.795}=0.0630$ bohr$^{-1}=1.19$ nm$^{-1}$. If the band gives $\kappa^2=\kappa_0^2+\alpha k^2$, the same expansion gives $w^2=\kappa_0/(\alpha d)$. If $\kappa$ is smallest away from $k=0$, the spot sits at that minimum.

Let $z=2d$. The exact $1/e$ radius solves $z(\kappa-\kappa_0)=1$, so $k^2=2\kappa_0/z+1/z^2=w^2[1+1/(4\kappa_0d)]$ and $k=0.0644$ bohr$^{-1}$. Since $k\,dk=\kappa\,d\kappa$, the current outside a radius $k_1$, with $\kappa_1=\kappa(k_1)$, is found by one integration by parts:
$$I_>(k_1)=\frac1{2\pi}\int_{\kappa_1}^\infty\kappa e^{-z\kappa}d\kappa=\frac{(1+z\kappa_1)\,e^{-z\kappa_1}}{2\pi z^2}.$$
With $e^{-2\kappa_0d}=1.1907\times10^{-5}$ the total is $I=I_>(0)=4.09\times10^{-9}$ bohr$^{-2}$. The Gaussian gives $e^{-\kappa_0z}w^2/4\pi=e^{-\kappa_0z}\kappa_0z/(2\pi z^2)=3.76\times10^{-9}$ bohr$^{-2}$, smaller by the factor $1+1/(2\kappa_0d)$. The disc $k<w$ carries $1-I_>(w)/I=0.587$ of the current and covers $\pi w^2/(2\pi/a)^2=0.0114$ of the zone, whose side is $2\pi/a=1.047$ bohr$^{-1}$. The share beyond $k=\pi/a$ is $4\times10^{-13}$, so the zone may be replaced by the whole plane.

**Solution (b).** The mesh points are $\mathbf k_0+h(m_1,m_2)$ with $h=2\pi/L$ and $L=Na$. Each has weight $h^2/(2\pi)^2=1/L^2$. The comb $\sum_m\delta(k-k_0-hm)$ has period $h$, and its Fourier series is $h^{-1}\sum_ne^{iLn(k-k_0)}$. Using this in both directions,
$$I_N=\sum_{\mathbf n}e^{-iL\mathbf n\cdot\mathbf k_0}F(L\mathbf n),\qquad F(\mathbf R)=\int\frac{d^2k}{(2\pi)^2}\,T\,e^{i\mathbf k\cdot\mathbf R}.$$
The term $\mathbf n=0$ is $I$. With $f=F/I$ and isotropic $T$,
$$\frac{I_N}{I}-1=\sum_{\mathbf n\neq0}(\pm1)^{n_1+n_2}f(L|\mathbf n|),$$
where $+$ holds for $\mathbf k_0=0$ and $-$ for $\mathbf k_0=(h/2,h/2)$, because then $L\mathbf n\cdot\mathbf k_0=\pi(n_1+n_2)$.

For the Gaussian, $\int e^{-k_x^2/w^2+ik_xR}dk_x=\sqrt\pi\,w\,e^{-w^2R^2/4}$ gives $f=e^{-w^2R^2/4}$. Keeping the four vectors with $|\mathbf n|=1$ and setting $4f(L)=\epsilon$,
$$N\approx\frac{2}{wa}\sqrt{\ln(4/\epsilon)}.$$
For $\epsilon=10^{-2}$ this is $2\sqrt{\ln400}/(0.0630\times6)=12.95$, and for $10^{-4}$ it is $17.22$.

The exact transform comes from the screened Coulomb function. The decaying solution of $(-\nabla^2+\kappa_0^2)Y=\delta^3(\mathbf r)$ is $Y=e^{-\kappa_0\rho}/4\pi\rho$, because $\rho Y$ obeys $(\rho Y)''=\kappa_0^2\rho Y$ away from the origin and $Y$ must approach $1/4\pi\rho$ there. Its Fourier representation has kernel $1/(p_z^2+\kappa^2)$, with $\kappa^2=\kappa_0^2+k^2$. At the point $(\mathbf R,z)$, closing the $p_z$ contour on the pole $i\kappa$ gives $e^{-\kappa z}/2\kappa$, so
$$\int\frac{d^2k}{(2\pi)^2}\,e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{-\kappa z}}{\kappa}=\frac{e^{-\kappa_0\rho}}{2\pi\rho},\qquad\rho=\sqrt{z^2+R^2}.$$
Applying $-\partial/\partial z$ removes the $1/\kappa$ on the left. On the right $\partial\rho/\partial z=z/\rho$ gives $F=z(1+\kappa_0\rho)e^{-\kappa_0\rho}/2\pi\rho^3$, which at $R=0$ is the $I$ of part (a). Dividing,
$$f(R)=\Big(\frac z\rho\Big)^3\frac{1+\kappa_0\rho}{1+\kappa_0z}\,e^{-\kappa_0(\rho-z)}.$$
For $R\ll z$, $\rho-z=R^2/2z-R^4/8z^3+\dots$. For $\kappa_0z\gg1$ the prefactor is close to $(z/\rho)^2\approx1-R^2/z^2$. Since $\kappa_0/2z=w^2/4$,
$$\ln f\approx-\frac{w^2R^2}{4}+\frac{R^2}{z^2}\Big(\frac14\,\frac{w^2R^2}{4}-1\Big).$$
To this order the bracket is positive when $w^2R^2/4>4$. Both tolerances have $\ln(4/\epsilon)>4$, which suggests that the Gaussian formula falls short of the true $N$. The needed $L$ already exceeds $z=75.6$ bohr, where the series in $R^2/z^2$ does not converge, so this is only a hint; the exact $f$, used below, settles it. For $R\gg z$ the decay is $e^{-\kappa_0R}$, set by the branch point of $\kappa$ at $k=i\kappa_0$, and $N$ grows as $\ln(1/\epsilon)/(\kappa_0a)$. Solving $4f(Na)=\epsilon$ by root finding gives $13.39$ and $19.24$. Direct mesh sums with $\mathbf k_0=0$ stay below the tolerance from $N=14$ and $N=20$ on (all $N$ up to 40 were summed).

Since $f>0$, the centred mesh overshoots and the shifted mesh, led by $-4f(L)$, undershoots. The errors relative to the exact $I$ are $+0.110$ and $-0.099$ at $N=10$, and $+0.0064$ and $-0.0063$ at $N=14$. The magnitudes differ because the even terms, led by $4f(\sqrt2L)$, enter both sums with a plus sign.

**Solution (c).** Take layers of spacing $c=d/N_B=3.7795$ bohr, $N_B=10$, with parabolic dispersion in the plane, so that each $\mathbf k$ gives a chain. The leads have mass 1, hopping $-t$ with $t=1/2c^2=0.0350$ Ha, and Fermi energy $E_F=0.12$ Ha above the band bottom. Then $E_F-k^2/2=2t(1-\cos q)$ and $E-\varepsilon=-2t\cos q$ on a lead site. The lead is open for $k^2/2<E_F$, since $E_F<4t$. The barrier has $m_B=0.4$, hopping $-b$ with $b=t/m_B=0.0875$ Ha, and $E-\varepsilon=-(2b+\phi+k^2/2m_B)\equiv-2b\cosh x$. Choosing $\phi=2b(\cosh\kappa_0c-1)=0.0289$ Ha gives
$$\cosh x=\cosh\kappa_0c+k^2c^2/2.$$

Let central sites $1,\dots,M$ couple to the leads by $-\tau_L$ and $-\tau_R$. On the left, $\psi_j=e^{iqj}+re^{-iqj}$ for $j\le0$. The equation of site 0 is $(E-\varepsilon)\psi_0+t\psi_{-1}+\tau_L\psi_1=0$. The bulk form satisfies the same equation with $t(e^{iq}+re^{-iq})$ in place of $\tau_L\psi_1$, so the two are equal, $r=(\tau_L/t)e^{iq}\psi_1-e^{2iq}$, and $\psi_0=1+r$. Inserting $\tau_L\psi_0$ in the equation of site 1 yields a self-energy $\Sigma_L=-\tau_L^2e^{iq}/t$ and a source $S=-\tau_L(1-e^{2iq})$ on the right-hand side, with $|S|=2\tau_L\sin q$. On the right, $\psi_{M+n}=\sigma e^{iqn}$, and the same argument gives $t\sigma=\tau_R\psi_M$ and $\Sigma_R=-\tau_R^2e^{iq}/t$. With $G=(E-H-\Sigma)^{-1}$ on the central sites, $\psi_M=G_{M1}S$, and
$$T=|\sigma|^2=\Gamma_L\Gamma_R|G_{M1}|^2,\qquad\Gamma_{L,R}=-2\,\mathrm{Im}\,\Sigma_{L,R}=2\tau_{L,R}^2\sin q/t.$$

In the background channel the central sites are the barrier layers and $\tau_L=\tau_R=t$, so $\Sigma=-te^{iq}$. The determinant of $n$ bare barrier sites obeys $D_n=-2b\cosh x\,D_{n-1}-b^2D_{n-2}$ with $D_0=1$ and $D_1=-2b\cosh x$. The identity $\sinh(n+1)x+\sinh(n-1)x=2\cosh x\sinh nx$ shows that $D_n=(-b)^n\sinh[(n+1)x]/\sinh x$. The full determinant is linear in each corner element, so it equals $D_{N_B}-2\Sigma D_{N_B-1}+\Sigma^2D_{N_B-2}$. For a thick barrier $D_{n-1}/D_n\to-e^{-x}/b$, and this becomes $D_{N_B}(1+\Sigma e^{-x}/b)^2$. The minor belonging to the corner element of $G$ is triangular, with magnitude $b^{N_B-1}$. Hence, up to relative terms of order $e^{-2(N_B-1)x}$,
$$T\approx\frac{16\,t^2\sin^2q\,\sinh^2x\;e^{-2(N_B+1)x}}{b^2\,|1-(t/b)e^{iq-x}|^4}.$$
Define $1/w_{\rm eff}^2=-\partial\ln T/\partial k^2$ at $k=0$. With $\partial x/\partial k^2=c^2/(2\sinh x)$ and $x_0=\kappa_0c$, the exponential contributes $(N_B+1)c^2/\sinh x_0$ and $\sinh^2x$ contributes $-c^2\coth x_0/\sinh x_0$:
$$\frac1{w_{\rm eff}^2}=\frac{dc}{\sinh x_0}\Big[1-\frac{\coth x_0-1}{N_B}\Big]-\frac{\partial}{\partial k^2}\ln\frac{\sin^2q}{|1-(t/b)e^{iq-x}|^4}.$$
The leading factor alone gives $\sqrt{\sinh x_0/(cd)}=0.0647$ bohr$^{-1}$, a change of $w^2$ by relative order $x_0^2/6$. The bracket widens the spot by lowering $1/w_{\rm eff}^2$ by the fraction $(\coth x_0-1)/N_B=0.095$, which falls as $1/d$ and approaches $1/(\kappa_0d)$ only for $x_0\ll1$. The last term does not depend on $N_B$, so its relative size also falls as $1/d$, and its sign depends on the lead. A central difference in $k^2$ of $\ln T$, with $G_{M1}$ from the layer-by-layer recursion, gives $w_{\rm eff}=0.0739$ bohr$^{-1}$, 17% above $w$. Scaling the meshes of (b) by $w/w_{\rm eff}$ gives $14\times0.0630/0.0739\approx12$ and $20\times0.0630/0.0739\approx17$, which are also the values from direct sums; the scaling is exact when the two transmissions have the same shape as functions of $k$ over their width, which here holds only approximately, so this match of integers is not guaranteed for other parameters. The prefactor matters more for the size of the current: $T(0)=9.08\times10^{-7}$, against $1.19\times10^{-5}$ for the bare exponential. Radial composite Gauss–Legendre quadrature gives $I_{\rm bg}=4.32\times10^{-10}$ bohr$^{-2}$, a resistance–area product $(h/e^2)/I_{\rm bg}=1.7\times10^5\ \Omega\,\mu$m$^2$ for this channel.

| smooth case | $\epsilon=10^{-2}$ | $\epsilon=10^{-4}$ |
|---|---|---|
| Gaussian formula | 12.95 | 17.22 |
| $4f(Na)=\epsilon$ | 13.39 | 19.24 |
| mesh sums, $e^{-2\kappa d}$ | 14 | 20 |
| mesh sums, layers | 12 | 17 |

**Solution (d): weight of the ring.** In a second, independent spin channel an interface layer $i$ has energy $e_0+k^2/2$ relative to the Fermi level, $e_0=0.002$ Ha. It couples by $-t$ to the barrier and by a weak $-\tau$ to the left lead. Eliminating the barrier and right lead gives $t\psi_{i+1}=-\Sigma_R\psi_i$, where $\Sigma_R$ now follows from the recursion, and $\psi_i=S/D$ with $D=-(e_0+k^2/2)-\Sigma_L-\Sigma_R$. The bond current $2t\,\mathrm{Im}(\psi_i^*\psi_{i+1})$ equals $\Gamma_R|\psi_i|^2$ with $\Gamma_R=-2\,\mathrm{Im}\,\Sigma_R$, and it is conserved through the barrier. The incoming current is $2t\sin q$. Therefore $T=\Gamma_L\Gamma_R/|D|^2$ exactly, with $\mathrm{Im}\,D=\Gamma/2$ and $\Gamma=\Gamma_L+\Gamma_R$.

Define $k_r$ by $\mathrm{Re}\,D(k_r)=0$ and $v=-\partial\,\mathrm{Re}\,D/\partial k$ there. Near the ring,
$$T\approx\frac{\Gamma_L\Gamma_R}{v^2(k-k_r)^2+\Gamma^2/4},\qquad\delta k=\frac{\Gamma}{2v},$$
with $\delta k$ the half-width. If $\Gamma_R$, which falls like the tunnelling exponential, varies little over $\delta k$, that is $k_r\delta k\ll w^2$, then $\int dy/(y^2+g^2)=\pi/g$ gives
$$I_{\rm ring}=\frac{k_r}{2\pi}\,\frac{2\pi\,\Gamma_L\Gamma_R}{v\,\Gamma}=\frac{k_r\Gamma_L\Gamma_R}{v\,\Gamma}.$$
For $\Gamma_L\gg\Gamma_R$ this is $k_r\Gamma_R/v$: the peak $4\Gamma_R/\Gamma_L$ rises as the width falls, and a narrower ring carries the same current. The barrier is then the bottleneck. Only for $\Gamma_L\ll\Gamma_R$ does the weight vanish, as $k_r\Gamma_L/v$; a state decoupled from the lead carries no coherent current.

For $\tau=10^{-3}$ Ha, root finding and a central difference give $k_r=0.10098$ bohr$^{-1}=1.60\,w$ and $v=0.1150$, with $\Gamma_L=4.384\times10^{-5}$ Ha $=1.19$ meV and $\Gamma_R=4.806\times10^{-9}$ Ha. Then $\delta k=4.384\times10^{-5}/(2\times0.1150)=1.906\times10^{-4}$ bohr$^{-1}=w/330$, and $I_{\rm ring}=0.10098\times4.806\times10^{-9}/0.1150=4.22\times10^{-9}$ bohr$^{-2}$. Radial quadrature of the full $T$, on panels graded geometrically towards $k_r$, gives $4.23\times10^{-9}$; this is the reference $I$ below. In this model the ring carries $9.8$ times the background current although it lies outside the disc $k<w$. For $\tau=10^{-4}$ Ha the ring is about a hundred times narrower and $I=4.15\times10^{-9}$ bohr$^{-2}$.

Broadening does not conserve this weight. Adding $i\eta$ to the energy on the interface layer turns $\mathrm{Im}\,D$ into $\Gamma/2+\eta$ and leaves the numerator alone, so the weight is multiplied by $\Gamma/(\Gamma+2\eta)$. For $\eta=10^{-4}$ Ha and $\tau=10^{-3}$ Ha this is $0.180$, and quadrature gives $0.181$. The ring cannot be avoided by moving the energy into the complex plane either, because $1/|D|^2=1/(DD^*)$ continues to a function with poles on both sides of the real axis. For the Lorentzian $1/(y^2+g^2)$ with $g=\Gamma/2$, the shift $y\to y+i\eta$ puts the poles at $i(g-\eta)$ and $-i(g+\eta)$: for $\eta<g$ the integral is unchanged but one pole is closer to the axis, and for $\eta>g$ both poles lie below it and the integral is zero.

**Uniform mesh on the ring.** Near the ring $v(k-k_r)\approx v(k^2-k_r^2)/2k_r\equiv y$. With $g=\Gamma/2$,
$$\frac1{y^2+g^2}=\frac1g\,\mathrm{Im}\frac1{y-ig}=\frac{2k_r}{vg}\,\mathrm{Im}\frac1{k^2-s^2},\qquad s^2=k_r^2+2ik_r\delta k,$$
so $s\approx k_r+i\,\delta k$. The transform of $1/(k^2-s^2)$ solves $(-\nabla^2-s^2)u=\delta^2(\mathbf R)$. For $\mathrm{Im}\,s>0$ the decaying radial solution is proportional to $H_0^{(1)}(sR)$. Near the origin $H_0^{(1)}\approx(2i/\pi)\ln R$ while $u\approx-(1/2\pi)\ln R$, so $u=(i/4)H_0^{(1)}(sR)$. For an isotropic function $e^{i\mathbf k\cdot\mathbf R}$ may be replaced by the real $\cos\mathbf k\cdot\mathbf R$, so the imaginary part passes through the integral. With $\mathrm{Im}(iH)=\mathrm{Re}\,H$,
$$F(R)=\frac{\Gamma_L\Gamma_Rk_r}{2vg}\,\mathrm{Re}\,H_0^{(1)}(sR)=I_{\rm ring}\,\mathrm{Re}\,H_0^{(1)}(sR).$$
The relative error of a centred mesh is $(I_{\rm ring}/I)\sum_{\mathbf n\ne0}\mathrm{Re}\,H_0^{(1)}(sL|\mathbf n|)$, to leading order in $k_r\delta k/w^2$. For $k_rR\gg1$, $H_0^{(1)}(sR)\approx\sqrt{2/\pi k_rR}\,e^{i(k_rR-\pi/4)}e^{-\delta kR}$. The error oscillates with $N$ and, to this order, is bounded by
$$B=\sqrt{\frac{2\,\delta k}{\pi k_r}}\sum_{\mathbf n\ne0}\frac{e^{-\lambda|\mathbf n|}}{\sqrt{\lambda|\mathbf n|}},\qquad\lambda=\delta k\,Na.$$
For $\tau=10^{-3}$ Ha, with errors relative to the radial $I$ and mesh sums over $|k_x|,|k_y|\le K=0.33$ bohr$^{-1}$:

| $N$ | mesh error | Hankel sum | $B$ |
|---|---|---|---|
| 1000 | $-0.0283$ | $-0.0285$ | 0.102 |
| 1400 | $+0.0186$ | $+0.0188$ | 0.042 |
| 1800 | $-0.0113$ | $-0.0114$ | 0.020 |
| 2200 | $+0.0089$ | $+0.0089$ | 0.010 |

Solving $B=10^{-2}$ gives $N_{\rm res}=2207$, a sufficient mesh and not a necessary one. The largest error for $N=2207$ to $2209$ is $0.7\%$, and for $N=735$ to $740$ it is $7\%$. Against $N=14$ the ratio is 158 per direction and $2.5\times10^4$ in points. The natural scale is $1/(a\,\delta k)=874$, so $\lambda=2207/874=2.5$. For $\tau=10^{-4}$ Ha the scale is $8.66\times10^4$ but $N_{\rm res}=1.00\times10^5$, so $\lambda=1.16$. The prefactor $\sqrt{\delta k/k_r}$ is ten times smaller, and a smaller $\lambda$ meets the same bound. A hundredfold narrowing raised $N_{\rm res}$ by a factor of 45, somewhat slower than $1/\delta k$.

The mesh that suffices in (b) misses the ring: the error is $-0.915$ at $N=14$ and $-0.590$ at $N=15$. The four points nearest to the ring have $|\mathbf k|=\sqrt2\,h$. At $N=14$ this is $0.1058$ bohr$^{-1}$, 25 half-widths away. With the peak value $4.38\times10^{-4}$ they contribute about $4\times4.38\times10^{-4}/(25^2\times84^2)\approx4\times10^{-10}$ bohr$^{-2}$, near a tenth of $I$. This estimate freezes $\Gamma_R$ at its value on the ring and is somewhat high outside it: the exact $T$ at these four points gives $0.075\,I$ of the $0.085\,I$ in the whole sum. At $N=15$ the radius is $0.0987$ bohr$^{-1}$, 12 half-widths away, and the same estimate gives over a third of $I$; the exact $T$ at these points gives $0.40\,I$ of the $0.41\,I$ in the sum.

**Adaptive quadrature.** Write $I=\pi^{-2}\int_0^Kdk_x\int_0^Kdk_y\,T$, using only the two mirror symmetries. Each one-dimensional integral starts from four equal panels and is done with 8-point Gauss–Legendre panels, and a panel is bisected until its two highest Legendre coefficients, integrated over its length, fall below $10^{-4}$ of the running total. On a panel scaled to $[-1,1]$, a pole at $\xi$ gives Legendre coefficients proportional to $(2l+1)Q_l(\xi)$, which fall as $|\xi+\sqrt{\xi^2-1}|^{-l}$ on the branch of modulus above one. Acceptance thus depends on the distance to the pole in units of the panel length, and on the size of the pole term relative to the running total. In the resonant channel alone, for $\Gamma_L\gg\Gamma_R$, the tail $\Gamma_L\Gamma_R/v^2(k-k_r)^2$ dominates $T$ near the ring, so coarse panels detect it. If a smooth background that does not scale with $\Gamma_L$ is added to the integrand, the tail of a narrow enough ring can fall below the tolerance, and panels containing the ring can then be accepted without resolving it; the ring should then be located first. At fixed $k_x$ the poles are at $k_y^2=s^2-k_x^2$. Their distance from the real axis is $k_r\delta k/\mathrm{Re}\,k_y\ge\delta k$ where the line crosses the ring. The inner integral is singular where two poles merge, at $k_x=\pm s$ and conjugates, a distance $\delta k$ from the axis. When the ring is detected, each direction therefore needs at most about $\log_2(K/\delta k)$ levels with a bounded number of panels per level, and the cost grows at most as the square of the logarithm.

| | $\tau=10^{-3}$ Ha | $\tau=10^{-4}$ Ha |
|---|---|---|
| $\Gamma_L$ (meV) | 1.19 | 0.0119 |
| $\delta k$ (bohr$^{-1}$) | $1.91\times10^{-4}$ | $1.92\times10^{-6}$ |
| $I/I_{\rm bg}$ | 9.8 | 9.6 |
| $N_{\rm res}$ from $B=10^{-2}$ | 2207 | $1.00\times10^5$ |
| uniform points | $4.8\times10^5$ | $1.0\times10^9$ |
| adaptive points | $4.3\times10^4$ | $9.1\times10^4$ |

Both point counts refer to the square $[0,K]^2$, the uniform one being $(KN_{\rm res}a/2\pi)^2$. The adaptive errors relative to the radial $I$ are $1\times10^{-10}$ and $-1\times10^{-7}$, far below the $1\%$ asked of the uniform mesh. The depths $\log_2(K/\delta k)$ are $10.8$ and $17.4$, whose squared ratio is $2.6$, while the cost rose by $2.1$.

**Resonances on both sides.** Let the same layer and the same $\tau$ appear on the right. Eliminating the barrier shifts both levels equally and couples them by $t_c=t^2b^{N_B-1}/|D_{N_B}|=t^2\sinh x/(b\sinh[(N_B+1)x])$. With detuning $y$ and $\gamma=\Gamma_L/2$ on each level, the $2\times2$ inverse gives $|G_{21}|=t_c/|(y+i\gamma)^2-t_c^2|$, so
$$T=\frac{4\gamma^2t_c^2}{[(y-t_c)^2+\gamma^2][(y+t_c)^2+\gamma^2]}.$$
The reciprocal of the denominator has upper poles $y=\pm t_c+i\gamma$. At $+t_c+i\gamma$ the first bracket has derivative $2i\gamma$ and the second equals $(2t_c+i\gamma)^2+\gamma^2=4t_c(t_c+i\gamma)$, and the other pole follows from $t_c\to-t_c$. The residues are $1/[8i\gamma t_c(t_c\pm i\gamma)]$. For $p\ge0$ the contour closes above, and
$$\int T e^{iyp}dy=\pi\gamma t_c\,e^{-\gamma p}\,2\,\mathrm{Re}\frac{e^{it_cp}}{t_c+i\gamma}=\frac{2\pi\gamma t_c^2}{t_c^2+\gamma^2}\,e^{-\gamma p}\Big[\cos t_cp+\frac{\gamma}{t_c}\sin t_cp\Big].$$
At $p=0$, multiplying by $k_r/2\pi v$ gives $I=(k_r/v)\,\gamma t_c^2/(t_c^2+\gamma^2)$. For $\gamma\gg t_c$ this grows as $1/\gamma$ when the resonance narrows, and it peaks at $\gamma=t_c$. For $\tau=10^{-3}$ Ha, $t_c=1.195\times10^{-5}$ Ha and $\gamma=2.192\times10^{-5}$ Ha. Then $T(k_r)=4\gamma^2t_c^2/(\gamma^2+t_c^2)^2=0.706$ and $I=4.41\times10^{-6}$ bohr$^{-2}$, by formula and by radial quadrature. This is $1.0\times10^4\,I_{\rm bg}$, or $16\ \Omega\,\mu$m$^2$. With $p=R/v$ the transform decays as $e^{-\gamma R/v}$, the same rate as before, but the bracket can exceed one. It is bounded by both $1+\gamma R/v$ and $\sqrt{1+\gamma^2/t_c^2}\approx2.1$, and equals about $2.0$ at $\gamma R/v=2.5$, so the same kind of bound calls for a mesh above 2207; that mesh was not computed.

This enhancement weakens when the two levels are not aligned. If they differ by $\Delta$, the determinant becomes $(y+i\gamma)^2-t_c^2-\Delta^2/4$ and the weight becomes $(k_r/v)\gamma t_c^2/(t_c^2+\Delta^2/4+\gamma^2)$, a reduction by the factor $1/[1+\Delta^2/4(\gamma^2+t_c^2)]$, which is $0.31$ for a mismatch of three times $\sqrt{\gamma^2+t_c^2}$ and $0.14$ for five times. The fall is only as $1/\Delta^2$, so at five times this scale the current is still about $1.4\times10^3\,I_{\rm bg}$, far above the one-sided ring. All ring results also assume zero temperature and bias and strict conservation of $\mathbf k$. An energy window $\Delta E\gg\Gamma$ spreads the ring over roughly $\Delta E/v$ once the energy integral has been resolved at each $\mathbf k$, and disorder that scatters $\mathbf k$ lies outside the model.
